# Inverse Fourth-Power Scaling of the Polarizability of Hydrogen-Like Ions

## Definitions and conventions

One electron is bound to a point nucleus of charge $Z$, held fixed at the origin. The electron is nonrelativistic and in its 1s ground state. Rydberg atomic units are used,

$$
\hbar=2m=\frac{e^2}{2}=1 ,
$$

with Gaussian electrostatics. The Bohr radius $a_0=\hbar^2/(me^2)$ and the rydberg $me^4/(2\hbar^2)$ are then both equal to one. Lengths are in $a_0$ and energies in Ry. Note that $e^2=2$.

A uniform static field $F$ points along $+z$. It is the local field, produced by everything except the ion itself. The electron has charge $-e$ and potential energy $eFz$. With $f=eF$, in Ry/$a_0$, the Hamiltonian is

$$
H=-\nabla^2-\frac{2Z}{r}+fz .
$$

The polarizability $\alpha$, which in Gaussian units is a volume, is defined by the quadratic energy shift $-\tfrac12\alpha F^2$. Since $F^2=f^2/e^2=f^2/2$,

$$
\Delta E=-\frac{\alpha}{4}f^2 ,\qquad
\langle z\rangle=\frac{dE}{df}=-\frac{\alpha f}{2}. \tag{1}
$$

The second relation is the Hellmann–Feynman theorem, because $\partial H/\partial f=z$. The minus sign says that the electron moves against the field.

In a field the electron can tunnel away, so the level is strictly a resonance. Polarizability here means the second-order coefficient of perturbation theory, which is well defined.

## Back of the envelope

The field-free ground state is $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$, with energy $-Z^2$. Its radius is of order $1/Z$, so its volume is of order $Z^{-3}$. Equating polarizability with volume would therefore give the wrong power. What matters is how far the cloud moves, and this depends on the restoring force as well.

Suppose that the cloud shifts rigidly by a small distance $d$. By Gauss's law, the nucleus feels only the part of the cloud inside a sphere of radius $d$ about the cloud's centre. That sphere holds a fraction $(4\pi d^3/3)|\psi(0)|^2$ of the electron. The force between this charge and the nucleus is

$$
\frac{2Z}{d^2}\,\frac{4\pi d^3}{3}\,|\psi(0)|^2=kd,\qquad
k=\frac{8\pi Z}{3}\,\frac{Z^3}{\pi}=\frac{8Z^4}{3}.
$$

Three powers of $Z$ come from the density of the cloud and one from the charge that pulls it back. A rigid shift leaves the kinetic energy unchanged, so the energy change is $\tfrac12kd^2+fd$. It is least at $d=-f/k$, where it equals $-f^2/(2k)$. Comparison with (1) gives

$$
\alpha_{\rm rigid}=\frac{2}{k}=\frac{3}{4Z^4}.
$$

This argument suggests the power of $Z$, which the next section derives. The prefactor is not reliable, because a real cloud also deforms.

## The scaling derivation

Measure length in units of the ion's own size by setting $\mathbf r=\boldsymbol\rho/Z$. Each derivative with respect to $r$ brings a factor $Z$, so $\nabla_r^2=Z^2\nabla_\rho^2$. Also $2Z/r=2Z^2/\rho$ and $z=\rho_z/Z$. Hence

$$
H=Z^2\left[-\nabla_\rho^2-\frac{2}{\rho}+g\rho_z\right],\qquad g=\frac{f}{Z^3}. \tag{2}
$$

The bracket is the Hamiltonian of hydrogen in a scaled force $g$. If $\varepsilon(g)$ is its ground level, then

$$
E(Z,f)=Z^2\,\varepsilon\!\left(\frac{f}{Z^3}\right). \tag{3}
$$

Reflection $\rho_z\to-\rho_z$ turns $g$ into $-g$ without changing the spectrum. The nondegenerate ground level therefore has no odd terms:

$$
\varepsilon(g)=-1+\varepsilon_2g^2+\varepsilon_4g^4+\dots
$$

Inserting this in (3) gives

$$
E=-Z^2+\varepsilon_2\frac{f^2}{Z^4}+\varepsilon_4\frac{f^4}{Z^{10}}+\dots
$$

The coefficient of $f^2$ must equal $-\alpha/4$, so

$$
\boxed{\alpha(Z)=\frac{\alpha(1)}{Z^4},\qquad \alpha(1)=-4\varepsilon_2 .}
$$

No wavefunction in the field was needed. Of the six inverse powers in $g^2$, two are cancelled by the energy scale $Z^2$.

## The constant

Let $h_0=-\nabla^2-2/\rho$ and $\psi_0=e^{-\rho}/\sqrt\pi$, and write $z$ for $\rho_z$. Put $\psi=\psi_0+g\psi_1+g^2\psi_2+\dots$ in the Schrödinger equation. The first and second orders are

$$
(h_0+1)\psi_1=-z\psi_0,\qquad (h_0+1)\psi_2+z\psi_1=\varepsilon_2\psi_0 .
$$

Projecting the second equation on $\psi_0$ removes the $\psi_2$ term, since $(h_0+1)\psi_0=0$. This leaves $\varepsilon_2=\langle\psi_0|z|\psi_1\rangle$.

To solve the first equation, write $\psi_1=u\psi_0$. Since $\nabla\psi_0=-\hat{\boldsymbol\rho}\,\psi_0$,

$$
(h_0+1)(u\psi_0)=-\psi_0\nabla^2u-2\nabla u\cdot\nabla\psi_0
=\psi_0\left(-\nabla^2u+2\frac{\partial u}{\partial\rho}\right).
$$

Thus $-\nabla^2u+2\,\partial u/\partial\rho=-z$. Try $u=-(Az+B\rho z)$. The required derivatives are

$$
\nabla^2z=0,\quad
\nabla^2(\rho z)=z\,\frac{2}{\rho}+2\,\hat{\boldsymbol\rho}\cdot\hat{\mathbf z}=\frac{4z}{\rho},\quad
\frac{\partial z}{\partial\rho}=\frac{z}{\rho},\quad
\frac{\partial(\rho z)}{\partial\rho}=2z .
$$

The equation becomes

$$
(4B-2A)\frac{z}{\rho}-4Bz=-z .
$$

Hence $B=\tfrac14$ and $A=\tfrac12$, so that

$$
\psi_1=-\left(\frac z2+\frac{\rho z}{4}\right)\psi_0 .
$$

This odd solution is unique. The lowest odd level of $h_0$ is 2p, at $-\tfrac14$, so $h_0+1$ is at least $\tfrac34$ on odd states and cannot annihilate one.

The averages follow from $\langle\rho^n\rangle=4\int_0^\infty\rho^{n+2}e^{-2\rho}d\rho=4(n+2)!/2^{n+3}$. Spherical symmetry supplies a factor $\tfrac13$:

$$
\langle z^2\rangle=\frac13\cdot\frac{4\cdot24}{32}=1,\qquad
\langle\rho z^2\rangle=\frac13\cdot\frac{4\cdot120}{64}=\frac52 .
$$

Therefore

$$
\varepsilon_2=-\frac12-\frac14\cdot\frac52=-\frac98,\qquad
\alpha(Z)=\frac{9}{2Z^4}\;a_0^3 .
$$

## Comparing the estimates

The rigid-cloud value $0.75\,a_0^3$ for $Z=1$ is one sixth of the true $4.5\,a_0^3$. The first-order states show why. Shifting $\psi_0$ by $d$ adds $-d\,\partial_z\psi_0=d(z/\rho)\psi_0$, whose factor $z/\rho$ stays bounded. The true factor $z/2+\rho z/4$ grows outward. The loosely held outer part of the cloud responds much more than a rigid shift allows.

Better estimates come from a minimum principle. For real odd $\phi$, define

$$
J[\phi]=\langle\phi|h_0+1|\phi\rangle+2\langle\phi|z|\psi_0\rangle .
$$

Replacing $z\psi_0$ by $-(h_0+1)\psi_1$ and completing the square gives

$$
J[\phi]=\varepsilon_2+\langle\phi-\psi_1|h_0+1|\phi-\psi_1\rangle\ge\varepsilon_2 .
$$

Each trial $\phi$ thus gives a lower bound $\alpha(1)\ge-4J$. Take $\phi=-az\psi_0$. From the formula for $(h_0+1)(u\psi_0)$, an integration by parts gives

$$
\langle u\psi_0|h_0+1|u\psi_0\rangle=\int\psi_0^2|\nabla u|^2\,d^3\rho ,
$$

which is 1 for $u=z$. So $J=a^2-2a$, with minimum $-1$ at $a=1$, and $\alpha(1)\ge4$.

For an upper bound, expand $\psi_1$ in eigenstates of $h_0$:

$$
\alpha(1)=4\sum_{n\neq0}\frac{|\langle n|z|0\rangle|^2}{\varepsilon_n+1}
\le\frac{4\langle z^2\rangle}{3/4}=\frac{16}{3}.
$$

The sum includes the continuum. Each denominator was replaced by the smallest one, and completeness with $\langle z\rangle=0$ gave $\langle z^2\rangle$. The value 4.5 lies between 4 and 5.33.

This form also explains the power: $\alpha$ is four times a squared length divided by an excitation energy. The squared length falls as $Z^{-2}$ and the energy rises as $Z^2$.

The numerical output below includes a solution in the unscaled coordinate $r$, on one radial grid of step $0.001\,a_0$ for all charges:

| $Z$ | $\sqrt{\langle z^2\rangle}$ ($a_0$) | 1s–2p gap (Ry) | $\alpha$ ($a_0^3$) |
|---|---|---|---|
| 1 | 1.0000 | 0.750 | 4.5000 |
| 2 | 0.5000 | 3.000 | 0.28125 |
| 3 | 0.3333 | 6.750 | 0.055556 |
| 14 | 0.0714 | 146.990 | $1.1716\times10^{-4}$ |

The fitted exponent is $-3.9999$. At $Z=14$ the formula gives $1.1714\times10^{-4}\,a_0^3$, about 0.015% below the grid value. In the scaled coordinate the grid step is $0.014$. The central second difference has an error of the order of the step squared, $2\times10^{-4}$, which is comparable with the discrepancy.

The rigid-cloud spring constant was computed at $Z=1$ with a finite shift $d=0.001\,a_0$. The exact energy rise is

$$
\int_0^d8s^2e^{-2s}\left(\frac1s-\frac1d\right)ds=\frac43d^2(1-d+\dots),
$$

so $k=\tfrac83(1-d)=2.664$ Ry/$a_0^2$, as printed, instead of 2.667.

## How weak the field must be

Equation (3) says more than the inverse fourth power: at equal $g$, the whole shift divided by $Z^2$ is the same for every $Z$. Diagonalization in a basis that was not rescaled with $Z$ gives $-4.511209\times10^{-4}$ Ry for $Z=1,2,3$ at $g=0.02$. The quadratic law alone would give $-\tfrac98(0.02)^2=-4.5\times10^{-4}$ Ry.

The excess is 0.249% of the quadratic shift. At half the force it is 0.062%, a quarter as much, as the $\varepsilon_4g^4$ term requires. The relative excess is therefore about $0.00249\,(g/0.02)^2\approx6.2\,g^2$, with $g$ in Ry/$a_0$. At fixed applied force it falls as $Z^{-6}$.

A rough field scale for appreciable ionization follows from the potential on the downhill side of the nucleus, $-2/\rho-g\rho$. Its maximum is at $\rho=\sqrt{2/g}$ and has height $-2\sqrt{2g}$. This barrier top reaches the unperturbed level $-1$ at $g=\tfrac18$, or $f=Z^3/8$. The estimate ignores the level shift and the motion transverse to the field. Tunnelling already exists at weaker fields, and the level does not disappear at this one: at $g=\tfrac18$ the resonance lies near $-1.020$ with a full width of only about $1.5\times10^{-3}$ in the scaled energy unit. The width approaches the size of the shift only at about twice that field.

## Example: a one-electron silicon ion

Silicon has $Z=14$, so its one-electron ion is Si$^{13+}$. With $14^4=38416$,

$$
\alpha=\frac{4.5}{38416}\,a_0^3=1.171\times10^{-4}\,a_0^3
=1.736\times10^{-5}\ \text{Å}^3 .
$$

For $Z=1$ the value is $0.667$ Å$^3$.

Take the same force, $f=0.004$ Ry/$a_0$, for both charges; the field is 10.28 MV/cm. Equation (1) gives displacements of magnitude

$$
\frac{4.5\times0.004}{2}=9.0\times10^{-3}\,a_0\quad(Z=1),
$$

$$
\frac{1.1714\times10^{-4}\times0.004}{2}=2.34\times10^{-7}\,a_0\quad(Z=14).
$$

Relative to the cloud's width $\sqrt{\langle z^2\rangle}=1/Z$, these are about $0.9\%$ and $3\times10^{-6}$. The relative displacement is $\tfrac94g$, so it falls as $Z^{-3}$. The nonlinear excess is about $6.2\times(0.004)^2\approx0.01\%$ for $Z=1$, and is negligible for $Z=14$, where $g=1.46\times10^{-6}$ Ry/$a_0$.

For the silicon ion, the nonlinear excess is so small that several neglected effects are larger. Two of them are estimated here. The first is relativity. For a Coulomb potential the virial theorem gives a mean kinetic energy $Z^2$ Ry. In ordinary units this is $\tfrac12m(Z\alpha_{\rm fs}c)^2$, where $\alpha_{\rm fs}$ is the fine-structure constant. Hence $\langle v^2\rangle/c^2=(Z\alpha_{\rm fs})^2$, which is 1.04% here. It sets the expected order of the relative correction to $\alpha$; the coefficient is not calculated. The third and later digits of the silicon value therefore belong to the model, not to the real ion. The scaling law loses its basis when $Z\alpha_{\rm fs}$ is no longer small.

The second is the finite nuclear mass $M$. Let $z_c$ be the centre-of-mass coordinate and $z$ the electron's position relative to the nucleus. The electron is at $z_c+Mz/(M+m)$ and the nucleus at $z_c-mz/(M+m)$. Their field energy, $fz_e-Zfz_n$, contains the relative coordinate as $qfz$, with

$$
q=\frac{M+Zm}{M+m}=1+\frac{(Z-1)m}{M+m}.
$$

The remaining term, $(1-Z)fz_c$, accelerates the ion as a whole and does not polarize it. The relative kinetic energy is $-t\nabla^2$ with $t=1+m/M$. Setting $\mathbf r=t\boldsymbol\rho/Z$ now gives

$$
E=\frac{Z^2}{t}\,\varepsilon\!\left(\frac{qt^2f}{Z^3}\right),\qquad
\alpha=\frac{9}{2Z^4}\,q^2t^3 .
$$

To first order in $m/M$ the relative increase is $[2(Z-1)+3]\,m/M=29\,m/M$. For mass number 28 the full factor raises $\alpha$ by 0.057%, well below the relativistic scale.

This result must not be used for silicon in a solid, nor for the Si$^{4+}$ core that appears in polarizable-ion models. Those systems have several electrons, and this breaks the scaling. The repulsion $2/r_{12}$ becomes $2Z/\rho_{12}$, which inside the bracket of (2) is $(1/Z)\,2/\rho_{12}$. For a fixed number of electrons, $Z^4\alpha$ is then a function of $1/Z$ instead of a constant.

## Where the quadratic law does not apply

The derivation of the quadratic shift used a nondegenerate level. In this model the $n=2$ states 2s and 2p are degenerate at $-\tfrac14$. In scaled coordinates, the 2s state and the 2p state with zero angular momentum along the field are

$$
\psi_{2s}=\frac{(2-\rho)e^{-\rho/2}}{\sqrt{32\pi}},\qquad
\psi_{2p}=\frac{z\,e^{-\rho/2}}{\sqrt{32\pi}} .
$$

Their coupling is

$$
\langle2s|z|2p\rangle=\frac{1}{32\pi}\,\frac{4\pi}{3}\int_0^\infty(2\rho^4-\rho^5)e^{-\rho}d\rho
=\frac{48-120}{24}=-3 .
$$

Diagonalizing the two-state problem gives scaled shifts $\pm3g$, hence

$$
\Delta E=\pm3gZ^2=\pm\frac{3f}{Z}.
$$

The same coordinate scaling holds, but the leading response is linear in the field and falls only as $1/Z$, like the size of the ion. By the scaling (2), the quadratic term of these levels still falls as $Z^{-4}$, but it is no longer the leading response.

In a real ion, relativistic and radiative effects split these levels. The shifts $\pm3f/Z$ apply only when they are much larger than the splittings, though still small compared with the distance to other shells. For Si$^{13+}$ the fine-structure splitting is about $Z^4\alpha_{\rm fs}^2/16\approx0.13$ Ry, whereas $3f/Z$ is only about $9\times10^{-4}$ Ry at the force used in the example. The formula $\pm3f/Z$ therefore does not describe that ion at that field. Fine structure alone does not remove the linear response, because it leaves 2s$_{1/2}$ and 2p$_{1/2}$ degenerate, with shifts of about $\pm\sqrt3f/Z\approx\pm5\times10^{-4}$ Ry. That pair is separated only by the radiative (Lamb) shift, about $4\times10^{-3}$ Ry at leading order for $Z=14$, which is also larger than the coupling at this force.

## Table of computed values

```
Polarizability from the exact first-order state
second-order coefficient, Z=1: -1.1250 a0^2/Ry
alpha(1): 4.5000 a0^3
alpha(1) converted: 0.6668 angstrom^3
Unscaled radial grid
Z=1: rms z = 1.0000 a0
Z=1: 1s-2p gap = 0.750 Ry
Z=1: alpha = 4.5000e+00 a0^3
Z=1: formula alpha = 4.5000e+00 a0^3
Z=2: rms z = 0.5000 a0
Z=2: 1s-2p gap = 3.000 Ry
Z=2: alpha = 2.8125e-01 a0^3
Z=2: formula alpha = 2.8125e-01 a0^3
Z=3: rms z = 0.3333 a0
Z=3: 1s-2p gap = 6.750 Ry
Z=3: alpha = 5.5556e-02 a0^3
Z=3: formula alpha = 5.5556e-02 a0^3
Z=14: rms z = 0.0714 a0
Z=14: 1s-2p gap = 146.990 Ry
Z=14: alpha = 1.1716e-04 a0^3
Z=14: formula alpha = 1.1714e-04 a0^3
fitted exponent of Z: -3.9999 (dimensionless)
Estimates for Z=1
rigid-cloud spring constant: 2.664 Ry/a0^2
rigid-cloud alpha: 0.751 a0^3
variational lower bound: 4.000 a0^3
smallest-gap upper bound: 5.333 a0^3
Finite field
scaled force g: 0.020 Ry/a0
Z=1: energy shift / Z^2 = -4.511209e-04 Ry
Z=2: energy shift / Z^2 = -4.511209e-04 Ry
Z=3: energy shift / Z^2 = -4.511209e-04 Ry
nonlinear excess at g: 0.249 percent
nonlinear excess at g/2: 0.062 percent
Example: one-electron silicon ion, Z=14
alpha converted: 1.7358e-05 angstrom^3
force f: 0.004 Ry/a0
field converted: 10.28 MV/cm
displacement size, Z=1: 9.000e-03 a0
displacement size, Z=14: 2.343e-07 a0
scaled force, Z=14: 1.458e-06 Ry/a0
relativistic parameter, Z=14: 1.044 percent
nuclear mass number used: 28 (dimensionless)
nuclear-mass correction, Z=14: 0.0568 percent
```
